# Coulomb-Blockade Peak Heights from Porter–Thomas Level Widths: a program that tests the result

```python
"""
Coulomb-blockade peak heights of a chaotic dot with two one-channel leads.
Result under test: the height is proportional to g = x*y/(x+y), where x, y are
the partial widths (left, right) with means X, Y.  For X = Y = 1:
  GOE (time-reversal symmetric): P(g) = sqrt(2/(pi g)) exp(-2g)
  GUE (symmetry broken):         P(g) = 4g [K0(2g)+K1(2g)] exp(-2g)
The laws for X != Y are tested as well.
d = spin degeneracy of the level, f = Fermi function, kT = thermal energy.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import erf, erfc, k0, k1, expit
from scipy.stats import kstest


# ---------- derived formulas ----------
def goe_scale(X, Y):
    return X * Y / (np.sqrt(X) + np.sqrt(Y))**2


def goe_survival(t, X=1.0, Y=1.0):
    return erfc(np.sqrt(t / (2 * goe_scale(X, Y))))


def goe_density(t, X=1.0, Y=1.0):
    m = goe_scale(X, Y)
    return np.exp(-t / (2 * m)) / np.sqrt(2 * np.pi * m * t)


def gue_survival(t, X=1.0, Y=1.0):
    z = 2 * t / np.sqrt(X * Y)
    return z * k1(z) * np.exp(-(1 / X + 1 / Y) * t)


def gue_density(t, X=1.0, Y=1.0):
    p, q = 1 / X, 1 / Y
    z = 2 * t * np.sqrt(p * q)
    return z * np.exp(-(p + q) * t) * (
        (p + q) * k1(z) + 2 * np.sqrt(p * q) * k0(z))


def peak_factor(d):
    return d / (1 + np.sqrt(d))**2


# ---------- peak height from the master equation ----------
def master_current(level, bias, x, y, kT, d):
    """Stationary current from the left lead, in units of e/hbar."""
    fl = expit(-(level - bias / 2) / kT)
    fr = expit(-(level + bias / 2) / kT)
    rate = np.zeros((d + 1, d + 1))
    for s in range(1, d + 1):
        fill = x * fl + y * fr
        empty = x * (1 - fl) + y * (1 - fr)
        rate[s, 0] += fill
        rate[0, 0] -= fill
        rate[0, s] += empty
        rate[s, s] -= empty
    system = rate.copy()
    system[0, :] = 1.0
    rhs = np.zeros(d + 1)
    rhs[0] = 1.0
    prob = np.linalg.solve(system, rhs)
    return d * x * fl * prob[0] - x * (1 - fl) * prob[1:].sum()


def master_conductance(level, x, y, kT, d):
    """Linear conductance in e^2/hbar; opposite biases cancel the V^2 term."""
    bias = 1e-3 * kT
    forward = master_current(level, bias, x, y, kT, d)
    backward = master_current(level, -bias, x, y, kT, d)
    return (forward - backward) / (2 * bias)


master_peak = {}
master_position = {}
for d in (1, 2):
    for x, y in ((0.3, 0.7), (0.05, 1.2)):
        kT_test = 10.0
        best = minimize_scalar(
            lambda e: -master_conductance(e, x, y, kT_test, d),
            bounds=(-30, 30), method="bounded", options={"xatol": 1e-6})
        reduced = -best.fun * kT_test * (x + y) / (x * y)
        assert abs(reduced - peak_factor(d)) < 1e-5
        # a flat maximum limits the accuracy of its position
        assert abs(best.x / kT_test - 0.5 * np.log(d)) < 2e-3
        master_peak[d] = reduced
        master_position[d] = best.x / kT_test


def coherent_ratio(total_width, kT):
    """Thermal Breit-Wigner peak (d=1, x=y) over the sequential formula."""
    x = total_width / 2

    def integrand(E):
        minus_df = expit(E / kT) * expit(-E / kT) / kT
        return x * x / (E**2 + total_width**2 / 4) * minus_df

    edges = [0, total_width, 10 * total_width, 100 * total_width,
             100 * total_width + 40 * kT]
    area = 2 * sum(quad(integrand, a, b, epsabs=1e-14, limit=200)[0]
                   for a, b in zip(edges[:-1], edges[1:]))
    return area / (2 * np.pi * peak_factor(1) * (x / 2) / kT)


loss_a = 1 - coherent_ratio(0.002, 1.0)
loss_b = 1 - coherent_ratio(0.004, 1.0)
assert 0 < loss_a < 1e-3
assert abs(loss_b / loss_a - 2) < 0.02      # correction is of first order

# ---------- Laplace transform used for the real case ----------
for s in (0.1, 1.0, 4.0):
    value = quad(lambda a: np.sqrt(2 / np.pi) * np.exp(-a * a / 2 - s / a**2),
                 0, np.inf)[0]
    assert abs(value - np.exp(-np.sqrt(2 * s))) < 1e-7


# ---------- survival functions by polar integration over both widths ----------
def goe_polar(t, X, Y):
    def integrand(angle):
        r2 = t * (1 / (X * np.cos(angle)**2) + 1 / (Y * np.sin(angle)**2))
        return np.exp(-r2 / 2)
    return 2 / np.pi * quad(integrand, 0, np.pi / 2)[0]


def gue_polar(t, X, Y):
    def integrand(u):
        c = u / X + (1 - u) / Y
        s = t / (u * (1 - u))
        return np.exp(-c * s) * (1 + c * s) / c**2
    return quad(integrand, 0, 1)[0] / (X * Y)


polar_error = 0.0
for X, Y in ((1.0, 1.0), (4.0, 1.0), (0.3, 2.0)):
    for t in (0.02, 0.2, 0.7, 1.5):
        polar_error = max(
            polar_error,
            abs(goe_polar(t, X, Y) - goe_survival(t, X, Y)),
            abs(gue_polar(t, X, Y) - gue_survival(t, X, Y)))
        h = 1e-5
        for surv, dens in ((goe_survival, goe_density),
                           (gue_survival, gue_density)):
            slope = (surv(t - h, X, Y) - surv(t + h, X, Y)) / (2 * h)
            assert abs(slope - dens(t, X, Y)) < 1e-5
assert polar_error < 1e-7

# the general densities reduce to the two named laws for equal means
for t in (0.05, 0.4, 1.3):
    assert abs(goe_density(t) - np.sqrt(2 / (np.pi * t)) * np.exp(-2 * t)) < 1e-12
    assert abs(gue_density(t)
               - 4 * t * (k0(2 * t) + k1(2 * t)) * np.exp(-2 * t)) < 1e-12


# ---------- moments ----------
def moments(surv, X=1.0, Y=1.0):
    first = quad(lambda t: surv(t, X, Y), 0, np.inf)[0]
    second = quad(lambda t: 2 * t * surv(t, X, Y), 0, np.inf)[0]
    return first, second


goe_m1, goe_m2 = moments(goe_survival)
gue_m1, gue_m2 = moments(gue_survival)
assert abs(goe_m1 - 1 / 4) < 1e-7 and abs(goe_m2 - 3 / 16) < 1e-7
assert abs(gue_m1 - 1 / 3) < 1e-7 and abs(gue_m2 - 1 / 5) < 1e-7
goe_spread = np.sqrt(goe_m2 - goe_m1**2) / goe_m1
gue_spread = np.sqrt(gue_m2 - gue_m1**2) / gue_m1
goe_asym = moments(goe_survival, 4.0, 1.0)[0]
gue_asym = moments(gue_survival, 4.0, 1.0)[0]
assert abs(goe_asym - 4 / 9) < 1e-7

gue_origin = gue_density(1e-7)
assert abs(gue_origin - 2) < 1e-4
mode = minimize_scalar(lambda t: -gue_density(t), bounds=(1e-4, 1),
                       method="bounded", options={"xatol": 1e-8})
assert mode.x > 0.01 and -mode.fun > gue_origin + 0.01

# ---------- random matrices: widths from true eigenvectors ----------
rng = np.random.default_rng(12345)
N, count = 80, 400


def eigenvector_widths(complex_case):
    left, right = [], []
    for _ in range(count):
        A = rng.standard_normal((N, N))
        if complex_case:
            A = A + 1j * rng.standard_normal((N, N))
        vectors = np.linalg.eigh(A + A.conj().T)[1]
        left.append(N * np.abs(vectors[0])**2)
        right.append(N * np.abs(vectors[1])**2)
    return np.concatenate(left), np.concatenate(right)


rmt = {}
cases = (("GOE", False, goe_survival, gue_survival,
          lambda w: erf(np.sqrt(w / 2)), goe_m1),
         ("GUE", True, gue_survival, goe_survival,
          lambda w: 1 - np.exp(-w), gue_m1))
for name, is_complex, right_law, wrong_law, width_cdf, mean in cases:
    x, y = eigenvector_widths(is_complex)
    g = x * y / (x + y)
    g_asym = 4 * x * y / (4 * x + y)
    ks_width = kstest(x, width_cdf).statistic
    ks_right = kstest(g, lambda t: 1 - right_law(t)).statistic
    ks_wrong = kstest(g, lambda t: 1 - wrong_law(t)).statistic
    ks_asym = kstest(g_asym, lambda t: 1 - right_law(t, 4.0, 1.0)).statistic
    corr = np.corrcoef(x, y)[0, 1]
    # sampling error is about 0.008 and finite-N error a few thousandths
    assert max(ks_width, ks_right, ks_asym) < 0.02
    assert ks_wrong > 0.15
    assert abs(corr) < 0.04
    assert abs(g.mean() / mean - 1) < 0.03
    rmt[name] = (ks_width, ks_right, ks_wrong, ks_asym, corr, g.mean())

# ---------- worked example ----------
width, kT, spacing, charging, d = 0.5, 10.0, 200.0, 1000.0, 2   # micro-eV
temperature = kT * 1e-6 * const.e / const.k
quantum = const.e**2 / const.h
scale = 2 * np.pi * peak_factor(d) * width / kT
scale_resolved = 2 * np.pi * peak_factor(1) * width / kT
low_goe = 1 - goe_survival(0.1 * goe_m1)
low_gue = 1 - gue_survival(0.1 * gue_m1)

print(f"Mean partial width per lead: {width} micro-eV")
print(f"kT: {kT} micro-eV = {temperature:.4f} K")
print(f"Level spacing: {spacing} micro-eV; charging energy: {charging} micro-eV")
for n in (1, 2):
    print(f"lambda_d, d={n}: formula {peak_factor(n):.6f}, "
          f"master equation {master_peak[n]:.6f}")
    print(f"  peak position (level - mu)/kT: formula {0.5*np.log(n):.4f}, "
          f"master equation {master_position[n]:.4f}")
print(f"Breit-Wigner/sequential peak, d=1, total width {2*width} micro-eV: "
      f"{coherent_ratio(2*width, kT):.4f}")
print(f"Height for alpha=1, d=2: {scale:.5f} e^2/h")
print(f"Height for alpha=1, d=1: {scale_resolved:.5f} e^2/h")
print(f"Largest error of survival formulas vs polar integrals: {polar_error:.1e}")
for name, m1, m2, spread, low in (
        ("GOE", goe_m1, goe_m2, goe_spread, low_goe),
        ("GUE", gue_m1, gue_m2, gue_spread, low_gue)):
    print(f"{name}: mean alpha {m1:.6f}, mean alpha^2 {m2:.6f}")
    print(f"  relative standard deviation: {spread:.4f}")
    print(f"  mean height, d=2: {scale*m1:.5f} e^2/h = "
          f"{scale*m1*quantum*1e6:.4f} microsiemens")
    print(f"  standard deviation of height: {scale*m1*spread:.5f} e^2/h")
    print(f"  fraction of peaks below 0.1 of the mean: {low:.4f}")
print(f"Ratio of mean heights GUE/GOE, equal leads: {gue_m1/goe_m1:.5f}")
print(f"Mean g for X=4, Y=1 (units of Y): GOE {goe_asym:.5f}, GUE {gue_asym:.5f}")
print(f"Ratio of mean heights GUE/GOE, 4:1 leads: {gue_asym/goe_asym:.5f}")
print(f"GUE density of alpha near zero: {gue_origin:.4f}")
print(f"GUE density maximum: {-mode.fun:.4f} at alpha = {mode.x:.4f}")
for t in (0.05, 0.25, 1.0):
    print(f"P(alpha={t}): GOE {goe_density(t):.4f}, GUE {gue_density(t):.4f}")
print(f"Random matrices: N = {N}, {count} matrices, {N*count} levels per class")
for name in ("GOE", "GUE"):
    a, b, c, e, r, m = rmt[name]
    print(f"{name} matrices: mean alpha {m:.4f}, width correlation {r:.4f}")
    print(f"  largest CDF distance: widths {a:.4f}, heights {b:.4f}, "
          f"4:1 leads {e:.4f}")
    print(f"  largest CDF distance to the law of the other class: {c:.4f}")
print("OK")
```

It prints:

```
Mean partial width per lead: 0.5 micro-eV
kT: 10.0 micro-eV = 0.1160 K
Level spacing: 200.0 micro-eV; charging energy: 1000.0 micro-eV
lambda_d, d=1: formula 0.250000, master equation 0.250000
  peak position (level - mu)/kT: formula 0.0000, master equation 0.0000
lambda_d, d=2: formula 0.343146, master equation 0.343146
  peak position (level - mu)/kT: formula 0.3466, master equation 0.3466
Breit-Wigner/sequential peak, d=1, total width 1.0 micro-eV: 0.9735
Height for alpha=1, d=2: 0.10780 e^2/h
Height for alpha=1, d=1: 0.07854 e^2/h
Largest error of survival formulas vs polar integrals: 1.3e-10
GOE: mean alpha 0.250000, mean alpha^2 0.187500
  relative standard deviation: 1.4142
  mean height, d=2: 0.02695 e^2/h = 1.0441 microsiemens
  standard deviation of height: 0.03811 e^2/h
  fraction of peaks below 0.1 of the mean: 0.2482
GUE: mean alpha 0.333333, mean alpha^2 0.200000
  relative standard deviation: 0.8944
  mean height, d=2: 0.03593 e^2/h = 1.3921 microsiemens
  standard deviation of height: 0.03214 e^2/h
  fraction of peaks below 0.1 of the mean: 0.0714
Ratio of mean heights GUE/GOE, equal leads: 1.33333
Mean g for X=4, Y=1 (units of Y): GOE 0.44444, GUE 0.57921
Ratio of mean heights GUE/GOE, 4:1 leads: 1.30322
GUE density of alpha near zero: 2.0000
GUE density maximum: 2.2225 at alpha = 0.0488
P(alpha=0.05): GOE 3.2287, GUE 2.2224
P(alpha=0.25): GOE 0.9679, GUE 1.5654
P(alpha=1.0): GOE 0.1080, GUE 0.1374
Random matrices: N = 80, 400 matrices, 32000 levels per class
GOE matrices: mean alpha 0.2486, width correlation -0.0181
  largest CDF distance: widths 0.0054, heights 0.0054, 4:1 leads 0.0074
  largest CDF distance to the law of the other class: 0.2537
GUE matrices: mean alpha 0.3332, width correlation -0.0169
  largest CDF distance: widths 0.0081, heights 0.0096, 4:1 leads 0.0077
  largest CDF distance to the law of the other class: 0.2622
OK
```
